Gailitis's theorem: averaging Rydberg resonances just below an ion threshold, part 3

A Rydberg series of resonances converges on an ion threshold, E = 0; its averages are sought from threshold quantities. Hartree atomic units are used, with residual charge 1. Below threshold E = −1/(2ν²), w = exp(2πiν), and ⟨…⟩ is the mean over one unit of ν. Channels o are open on both sides, channels c only above. For r > a all potentials are diagonal and Coulombic.

In each channel h± = c ± is, with s and c the real energy-normalized Coulomb functions. For l = 0 at E = 0 they equal f and g:

f(0,r) = √(2r) J_1(√(8r)),   g(0,r) = −√(2r) Y_1(√(8r)).   (4)

The decaying solution is

u_d ∝ h⁻ − h⁺ w⁻¹.   (12)

Φ holds the real solutions regular at the origin. For r > a, Ψ = ΦC = h⁻ − h⁺ χ defines the symmetric unitary χ. A dipole source d gives

D_j = (1/2) ∫ Σ_i Ψ_ij(r) d_i(r) dr.   (16)

Below threshold, with y a column of χ or D, the physical S or D^phys is

y(w) = y_o + χ_oc w (1 − w χ_cc)⁻¹ y_c,   (17)

and, with k_j² = 2(E − t_j) for threshold t_j,

σ(j→i) = (π/k_j²) T_ij,   T_ij = |δ_ij − S_ij|².   (15)

Above threshold χ replaces S. If χ_cc v = λv,

1 − |λ|² = |χ_oc v|² / |v|².   (18)

With the largest |λ|, ρ, below 1,

y(w) = y_o + Σ_(n≥0) w^(n+1) χ_oc χ_ccⁿ y_c   (19)

Averaging gives

(a) ⟨S_ij⟩ = χ_ij.

⟨|y_i|²⟩ = |y_0|² + R_i,   R_i = Σ_αβ a_α a_β* / (1 − λ_α λ_β*).   (22)

Here χ_cc = UλU⁻¹, a_α = (χ_oc U)_iα (U⁻¹ y_c)_α, and y_0 = (y_o)_i (χ_ij − δ_ij for T_ij). For one closed channel

R_i = |y_c|² b_i,   b_i = |χ_ic|² / Σ_(k∈o) |χ_kc|².   (24)

With several, the shares depend on the entrance channel. With v_n = χ_ccⁿ y_c,

Σ_(i∈o) R_i = |v_0|² − lim_(n→∞) |v_n|² = y_c† y_c,   (25)

In the program output, h- and h+ are slowly varying coefficients in c below and above threshold; phase errors compare the decaying solution with −πν.

11. Finite ν and the choice of weight

Let M(E,w) be any of the quantities above, built from χ(E), D(E) and w as independent arguments, and let M̄(E) be its average over w at fixed E, given by (a) or (22) with χ(E) and D(E). M̄ is smooth across E = 0. Over a cycle centered at ν_c, E = E_c + (ν − ν_c)/ν_c³ + …, with E_c = −1/(2ν_c²). Expanding M in its first argument,

⟨M⟩ = M̄(E_c) + O(ν⁻³) = M̄(0) + E_c M̄'(0) + O(ν⁻³).   (27)

Using threshold values costs an error of order ν⁻². That error can be removed with one more calculation above threshold, since M̄(−|E_c|) = 2M̄(0) − M̄(+|E_c|) + O(E_c²). For a total, M̄(+|E_c|) is the actual total above threshold, so the averaged curve joins it in slope as well as in value. The coefficient of the ν⁻³ term involves ∂M/∂E at fixed w, which contains (1 − wχ_cc)⁻¹ once more. For ρ close to 1 the coefficient can become large in photoionization if an end of the cycle falls on a narrow resonance, because a small shift of the resonance then changes how much of it the cycle contains. The ends of the cycle should be placed between narrow resonances.

An average with uniform weight in E has weight dE = dν/ν³. With t = ν − ν_c the relative weight is 1 − 3t/ν_c + O(ν⁻²), and ⟨t⟩ = 0, so the two averages differ by −(3/ν_c)⟨tM⟩. Write M = Σ_m M_m w^m and start the cycle at ν_0. Integration by parts gives ∫_0^1 (τ − 1/2) e^(2πimτ) dτ = 1/(2πim) for m ≠ 0, so

⟨M⟩_E − ⟨M⟩ = −(3/ν_c) Σ_(m≠0) M_m e^(2πimν_0)/(2πim) + O(ν⁻²).   (28)

This difference is of order 1/ν, larger than the drift in (27), and it oscillates with the position of the window. A one-cycle average should be taken with uniform weight in ν.

For numerical quadrature at fixed χ, an equally spaced rule with n_p points per cycle integrates w^m exactly to zero unless m is a multiple of n_p. By (19) the coefficients M_m fall as ρ^|m|, so the error is of order ρ^(n_p). The point count must be large against 1/(1 − ρ).

Further conditions of use follow from the assumptions. Channels attached to higher thresholds, with their own ν', can be eliminated first by section 6; the reduced matrix is again unitary and symmetric, and it plays the part of χ. It is nearly constant over a cycle if dν'/dν = (ν'/ν)³ is small and each resonance of the upper series is either wide against ν⁻³ or far from the cycle compared with both its own width and ν⁻³. Threshold values may be used over the whole gap if ν'³/(2ν²) is small as well and the same condition on the resonances holds with 1/(2ν²) in place of ν⁻³. Otherwise (22) is evaluated with the local χ(E), as in (27). Two thresholds that are close but not equal give two different phases w. The formulas for R can be used as written where the phase difference, 2π times the difference in ν, is small against 1 − ρ. This condition is sufficient. It is in general also needed when eigenvalues of χ_cc lie within about 1 − ρ of one another, and for narrow resonances it is then much stricter than being small against 1. When the eigenvalues are well separated and the resonances have comparable widths, the relative change of R is only of the order of the phase difference itself. If the phase difference is larger but constant over the cycle to within a small fraction of 1 − ρ, a single contour still serves, provided χ_cc and y_c are first multiplied from the left by the diagonal matrix of the constant relative phases. Potentials of longer range than assumed in section 2, such as an r⁻² coupling between degenerate channels, are outside this derivation. Without an attractive Coulomb tail there is no Rydberg series, and (12), on which everything above rests, does not apply.

12. Worked example

The model has round parameters and represents no particular atom. All channels have l = 0 and a = 2 bohr. The thresholds are −0.5, −0.2, 0 and 0 hartree. For r > a the potential is −1/r. For r < a it is the constant matrix W, in hartree, with rows

(−1.0, 0.1, 0.4, −0.1)
(0.1, −0.8, 0.2, 0.3)
(0.4, 0.2, −1.2, 0.1)
(−0.1, 0.3, 0.1, −0.9)

Model A keeps channels 1 to 3 (one closed channel) and model B keeps all four (two degenerate closed channels). The source is d_i sin(πr/2) for r < a, with d = (0.5, 0.3, 1.0, 0.6) bohr; the sine has unit norm on the interval, so |D|² is in bohr²/hartree.

Inside, diagonalize diag(t) + W with eigenvalues e_α and orthonormal eigenvectors X_iα. Then Φ_iα = X_iα sin(q_α r)/q_α with q_α² = 2(E − e_α). Matching value and slope at r = a is the linear system ΦC + h⁺χ = h⁻, Φ'C + h⁺'χ = h⁻' for the 2N×N unknowns C and χ. At E = 0 the new channels use (4). Below threshold the comparison values keep the open-channel functions of section 3 and the definition (16) of D, but use neither (12) nor the elimination and averaging of sections 6 to 10: the closed-channel entry h⁺ is replaced by the decaying solution integrated inward numerically, only open columns of h⁻ are kept, and S and D^phys come from the same system. This is done at 600 equally spaced ν per cycle for the cycles starting at ν = 10, 20 and 40. Values called direct are for ν from 40 to 41. The program and its output follow this text.

Model A, scattering from channel 1. At threshold χ_11 = 0.38001 − 0.59005i and χ_21 = −0.29405 + 0.09713i; the direct averages are ⟨S_11⟩ = 0.37996 − 0.59001i and ⟨S_21⟩ = −0.29414 + 0.09715i, in line with (a). The couplings are |χ_13|² = 0.41153 and |χ_23|² = 0.21489, with sum 0.62642; from |λ| = 0.61122, 1 − |λ|² = 0.62641, as (18) requires within rounding. The branching ratios are b_1 = 0.41153/0.62642 = 0.65696 and b_2 = 0.34304. Above threshold

T_11 = (1 − 0.38001)² + 0.59005² = 0.73254,
T_21 = 0.29405² + 0.09713² = 0.09590,
T_31 = 0.41153,

with sum 1.23997, equal to 2(1 − 0.38001) within rounding. Equation (24) gives R_11 = 0.41153 × 0.65696 = 0.27036 and R_21 = 0.41153 × 0.34304 = 0.14117. The predicted averages below threshold are 0.73254 + 0.27036 = 1.00290 and 0.09590 + 0.14117 = 0.23707; the direct ones are 1.00292 and 0.23716, with sum 1.24008. The totals differ by 0.00011, about 1 part in 10⁴ of the total. With k_1² = 1 at threshold, π/k_1² = 3.14159 bohr², and this threshold factor is used on both sides. The excitation cross section 1→2 falls from 0.7451 to 0.3013 bohr², by a factor of 2.5. The total inelastic probability rises from 0.23716 to 0.09590 + 0.41153 = 0.50743, a step of 0.2703 against R_11 = 0.2704. The total cross section is 3.8958 bohr² below and 3.8955 bohr² above, or 109.08 Mb with 1 bohr² = 28.0029 Mb. Extrapolating σ(1→2) down from above threshold would here lose 60 percent of its averaged value.

Model A, photoionization. Above threshold |D|² = 0.15132, 0.11223 and 0.34654 bohr²/hartree, with sum 0.61009. The same branching ratios apply: 0.15132 + 0.65696 × 0.34654 = 0.37898 and 0.11223 + 0.34304 × 0.34654 = 0.23111. The direct averages are 0.37900 and 0.23116, with sum 0.61016.

Model B. The eigenvalue moduli are 0.53711 and 0.70681, so the aliasing error ρ^600 of the quadrature is negligible. χ_11 = 0.37399 − 0.59929i and χ_21 = −0.21619 + 0.08534i compare with direct averages 0.37393 − 0.59927i and −0.21623 + 0.08537i. Above threshold the probabilities out of channel 1 are 0.75104, 0.05402, 0.38687 and 0.06010, with sum 1.25202. The residue formula (22) gives R_11 = 0.39266 and R_21 = 0.05430, whose sum 0.44697 equals 0.38687 + 0.06010, as (25) requires. The predicted averages are 1.14370 and 0.10833, the direct ones 1.14378 and 0.10836, with sum 1.25214. The cross section 1→2 falls from 0.3404 to 0.1697 bohr², the inelastic probability rises from 0.10836 to 0.50099, and the total is 3.9337 bohr² below and 3.9334 bohr² (110.15 Mb) above. For photoionization |D|² = 0.11822, 0.20870, 0.32415 and 0.13846 above, with sum 0.78954; the predictions below are 0.24935 and 0.54018, and the direct values 0.24936 and 0.54020, with sum 0.78956.

Model B shows the loss of universal branching noted after (24). Of the flux captured from channel 1, the fraction 0.39266/0.44697 = 0.88 is released into channel 1. Of the photoionization strength in the closed channels, 0.32415 + 0.13846 = 0.46261, the fraction (0.24935 − 0.11822)/0.46261 = 0.28 goes to channel 1. A code that assigns one set of branching ratios to a degenerate group cannot reproduce both numbers.

Convergence. Collect the real and imaginary parts of the four elements of ⟨S⟩, the four ⟨T_ij⟩ and the two ⟨|D_i|²⟩ in one vector. The errors that follow are absolute, for entries of order 0.1 to 1. The Euclidean distance between the direct averages and the threshold prediction is 4.09×10⁻³, 1.06×10⁻³ and 2.69×10⁻⁴ for the three cycles in model A, and 3.58×10⁻³, 9.17×10⁻⁴ and 2.32×10⁻⁴ in model B. The last ratio is 3.9 to 4.0, against (40.5/20.5)² = 3.9 from (27). The largest pointwise deviation of S or D^phys from (17) with threshold χ and D is 9.71×10⁻³, 2.43×10⁻³ and 6.10×10⁻⁴ in A, and 2.18×10⁻², 5.49×10⁻³ and 1.38×10⁻³ in B, again falling as ν⁻². The distance between the energy-weighted and ν-weighted averages is 5.93×10⁻², 3.03×10⁻² and 1.53×10⁻² in A, and 7.14×10⁻², 3.64×10⁻² and 1.84×10⁻² in B; the last ratio is 1.98 in both, equal to 40.5/20.5, as (28) predicts for windows starting at integers. At ν = 40 this weighting effect is more than fifty times the drift error. The program tests these three rates through the ratio of the last two cycles. Finally, with χ and D recomputed at +|E_c| = 3.0483×10⁻⁴ hartree from true Coulomb functions, the linear extrapolation of section 11 reduces the distance at ν = 40 to 2.80×10⁻⁶ in A and 3.70×10⁻⁶ in B. The program tests that the reduction is at least threefold; it is close to a hundredfold in A and sixtyfold in B. The order ν⁻³ of this remainder is derived in (27) but was not tested as a rate.

Computed results

```
nu=1/k=7.3: h-=-1.560862e-03 h+=1.566732e-03 |E|/6=1.563771e-03
l=0 phase error (rad) nu~20: 1.04e-02  nu~40: 2.63e-03
l=1 phase error (rad) nu~20: 1.20e-02  nu~40: 3.05e-03
l=2 phase error (rad) nu~20: 1.46e-02  nu~40: 3.76e-03
random chi: max|lam|=0.8561; sum-rule defect if chi_cc halved=2.0968
a=2.0 bohr; thresholds (Ha): [-0.5 -0.2  0.   0. ] ; d (bohr): [0.5 0.3 1.  0.6]
W row (Ha): [-1.   0.1  0.4 -0.1]
W row (Ha): [ 0.1 -0.8  0.2  0.3]
W row (Ha): [ 0.4  0.2 -1.2  0.1]
W row (Ha): [-0.1  0.3  0.1 -0.9]
points per cycle=600; pi/k1^2=3.14159 bohr^2; 1 bohr^2=28.0029 Mb; Ec=3.0483e-04 Ha
A |chi13|^2=0.41153 |chi23|^2=0.21489 branchings 0.65696 0.34304
A |lam|: [0.61122]
A chi11=0.38001-0.59005i  <S11>(nu 40-41)=0.37996-0.59001i
A chi21=-0.29405+0.09713i  <S21>(nu 40-41)=-0.29414+0.09715i
A above |delta-chi|^2, 1->f: [0.73254 0.0959  0.41153] sum 1.23997
A residue excess R11, R21: [0.27036 0.14117] sum 0.41153
A theorem below, 1->1,1->2: [1.0029  0.23707]
A direct below, 1->1,1->2: [1.00292 0.23716] sum 1.24008
A inelastic from 1: below 0.23716 above 0.50743
A sigma 1->2 (bohr^2): below 0.7451 above 0.3013
A sigma total (bohr^2): below 3.8958 above 3.8955 (109.08 Mb)
A |D|^2 above (bohr^2/Ha): [0.15132 0.11223 0.34654] sum 0.61009
A |D|^2 theorem below (bohr^2/Ha): [0.37898 0.23111]
A |D|^2 direct below (bohr^2/Ha): [0.379   0.23116] sum 0.61016
A norm error of averages nu=10,20,40: 4.09e-03 1.06e-03 2.69e-04
A pointwise MQDT error nu=10,20,40: 9.71e-03 2.43e-03 6.10e-04
A E-average minus nu-average nu=10,20,40: 5.93e-02 3.03e-02 1.53e-02
A error at nu=40 after linear extrapolation from +Ec: 2.80e-06
B |lam|: [0.53711 0.70681]
B chi11=0.37399-0.59929i  <S11>(nu 40-41)=0.37393-0.59927i
B chi21=-0.21619+0.08534i  <S21>(nu 40-41)=-0.21623+0.08537i
B above |delta-chi|^2, 1->f: [0.75104 0.05402 0.38687 0.0601 ] sum 1.25202
B residue excess R11, R21: [0.39266 0.0543 ] sum 0.44697
B theorem below, 1->1,1->2: [1.1437  0.10833]
B direct below, 1->1,1->2: [1.14378 0.10836] sum 1.25214
B inelastic from 1: below 0.10836 above 0.50099
B sigma 1->2 (bohr^2): below 0.3404 above 0.1697
B sigma total (bohr^2): below 3.9337 above 3.9334 (110.15 Mb)
B |D|^2 above (bohr^2/Ha): [0.11822 0.2087  0.32415 0.13846] sum 0.78954
B |D|^2 theorem below (bohr^2/Ha): [0.24935 0.54018]
B |D|^2 direct below (bohr^2/Ha): [0.24936 0.5402 ] sum 0.78956
B norm error of averages nu=10,20,40: 3.58e-03 9.17e-04 2.32e-04
B pointwise MQDT error nu=10,20,40: 2.18e-02 5.49e-03 1.38e-03
B E-average minus nu-average nu=10,20,40: 7.14e-02 3.64e-02 1.84e-02
B error at nu=40 after linear extrapolation from +Ec: 3.70e-06
```
